# Why a Local Plasma-Frequency Polarizability Needs a Cutoff: Hydrogen

## The decision in a calculation

Suppose a converged electron density is available on a grid, and a dispersion coefficient is to be estimated by assigning a polarizability to each volume element. The simplest assignment uses the plasma frequency of a uniform electron gas with the local density. Before summing, one must decide which grid points to keep.

For the static polarizability of hydrogen the decision is unavoidable. If every point inside a radius of 5, 10 or 20 bohr is kept, the result is 41.7, 333 or 2667 bohr³, where the correct value is 4.5. The dispersion coefficient $C_6$ is more deceptive: it converges as the grid grows, but to a value 28 times too large.

These notes separate the contributions of the tail, the cutoff, the spin convention and the cutoff's numerical constant, and weigh them for hydrogen. Hartree atomic units are used, with polarizabilities in bohr³ and $C_6$ in hartree bohr⁶. The numerical check supplies the tabulated numbers.

## The local polarizability

Consider electrons of uniform density $n$, displaced by $x$ in an applied field $E$ that grows in time as $e^{ut}$. This is response at the imaginary frequency $iu$. The electron charge is $-1$, so the polarization is $P=-nx$. The displaced charge produces a depolarizing field $-4\pi LP$, where $L$ depends on geometry: $L=1$ for a slab polarized along its normal, as in a plasma oscillation, and $L=1/3$ for a sphere.

Newton's equation is $\ddot x=-(E-4\pi LP)$. Multiplying by $-n$ and using $\ddot P=u^2P$ gives

$$u^2P=n(E-4\pi LP),\qquad \frac{P}{E}=\frac{n}{4\pi Ln+u^2}.$$

The local plasma model takes $L=1$ and applies this result at each point of an inhomogeneous density, treating the volume elements as independent dipoles in the applied field:

$$a(\mathbf r,iu)=\frac{n}{4\pi n+u^2}=\frac{1}{4\pi}\frac{\omega_p^2}{\omega_p^2+u^2},\qquad \omega_p^2=4\pi n(\mathbf r).$$

The atomic polarizability is $\alpha(iu)=\int a\,d^3r$. At high frequency $a\to n/u^2$, so $\alpha\to N/u^2$ for $N$ electrons, which is the correct free-electron limit. At $u=0$ the density cancels:

$$a(\mathbf r,0)=\frac{1}{4\pi}\qquad\text{wherever } n>0.$$

Fewer electrons respond in the tail, but the restoring force on each is weaker in the same proportion. Choosing $L=1/3$ changes the constant to $3/(4\pi)$ and leaves the cancellation in place.

## Contribution 1: the tail in the static polarizability

Within a sphere of radius $R$ the model gives

$$\alpha(0)=\frac{1}{4\pi}\,\frac{4\pi R^3}{3}=\frac{R^3}{3},$$

which diverges for any atom whose density extends to infinity. The three values in the opening follow from this formula.

The physical fault is visible in the form $\alpha(0)=\int n/\omega_p^2\,d^3r$: the local frequency falls to zero in the tail. A real atom has no such soft response. Let $Z$ be the sum of the electrons' $z$ coordinates, $\omega_k$ the excitation energies and $f_k=2\omega_k|\langle k|Z|0\rangle|^2$ the oscillator strengths. Second-order perturbation theory gives

$$\alpha(0)=2\sum_k\frac{|\langle k|Z|0\rangle|^2}{\omega_k}=\sum_k\frac{f_k}{\omega_k^2}.$$

The strengths add up to $N$. To see this, expand the double commutator in the ground state:

$$\langle[Z,[H,Z]]\rangle=2\langle ZHZ\rangle-2E_0\langle Z^2\rangle=\sum_kf_k.$$

For a local potential $[H,Z]=-iP_z$, with $P_z$ here the total momentum, and $[Z,-iP_z]=N$. Since no dipole-allowed $\omega_k$ lies below the lowest one, $\Delta$,

$$\alpha(0)\le\frac{N}{\Delta^2}.$$

For hydrogen $\Delta=1/2-1/8=3/8$ hartree, and the bound is $1/0.375^2=7.11$ bohr³. Any cutoff that gives more than this has kept too much soft response.

## Contribution 2: the tail in $C_6$

The hydrogen density is $n=e^{-2r}/\pi$, so $4\pi n=4e^{-2r}$ and $\omega_p=2e^{-r}$. At finite $u$,

$$\alpha(iu)=\int_0^\infty\frac{r^2\,dr}{1+(u^2/4)e^{2r}}
=\frac18\int_0^\infty\frac{t^2\,dt}{e^{t-\mu}+1},$$

with $t=2r$, $\mu=2\Lambda$ and $\Lambda=\ln(2/u)$. The integral is finite, because the factor $1/(e^{t-\mu}+1)$ ends the response near $r=\Lambda$, where $\omega_p=u$.

For small $u$, compare this factor with a sharp step at $t=\mu$. The step gives $\mu^3/3$. With $s=|t-\mu|$, the correction is

$$\int_0^\infty\frac{(\mu+s)^2}{e^s+1}ds-\int_0^\mu\frac{(\mu-s)^2}{e^s+1}ds
\simeq4\mu\int_0^\infty\frac{s\,ds}{e^s+1}=\frac{\pi^2\mu}{3}.$$

Extending the second integral to infinity costs a term of order $e^{-\mu}=u^2/4$, and the last integral equals $\pi^2/12$. Dividing by 8 and inserting $\mu=2\Lambda$,

$$\alpha(iu)\simeq\frac{\Lambda^3}{3}+\frac{\pi^2\Lambda}{12}.$$

At $u=10^{-3}$ hartree, $\Lambda=7.601$ and the two terms give $146.38+6.25=152.63$ bohr³, in agreement with direct integration. The divergence at zero frequency is only a power of a logarithm, which can be integrated over $u$.

To use this in $C_6$, take two spherical atoms at a large distance $R$, without retardation. Their dipole coupling is $(x_1x_2+y_1y_2-2z_1z_2)/R^3$. In second order the squared coefficients add to $1+1+4=6$, and the cross terms vanish by spherical symmetry. The energy is $-C_6/R^6$ with

$$C_6=6\sum_{kl}\frac{|z_k|^2|z_l|^2}{\omega_k+\omega_l}
=\frac32\sum_{kl}\frac{f_kf_l}{\omega_k\omega_l(\omega_k+\omega_l)},$$

where $|z_k|^2=f_k/(2\omega_k)$. Partial fractions give

$$\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)}.$$

Since $\alpha(iu)=\sum_kf_k/(\omega_k^2+u^2)$, the sum for two equal atoms becomes $C_6=(3/\pi)\int_0^\infty\alpha(iu)^2du$. Inserting the local model and using the same integral,

$$C_6=\frac3\pi\,\frac{1}{16\pi^2}\iint\frac{\pi\,\omega_1^2\omega_2^2}{2\omega_1\omega_2(\omega_1+\omega_2)}
=\frac{3}{32\pi^2}\iint\frac{\omega_1\omega_2}{\omega_1+\omega_2}\,d^3r_1d^3r_2.$$

Here $\omega_i=\omega_p(\mathbf r_i)$. This is the pair integral of the Andersson–Langreth–Lundqvist functional in the limit of distant atoms, before a cutoff is applied.

Because $\omega_1+\omega_2\ge2\sqrt{\omega_1\omega_2}$, the integrand is at most $\tfrac12\sqrt{\omega_1\omega_2}$, and

$$C_6\le\frac{3}{64\pi^2}\left(\int\sqrt{\omega_p}\,d^3r\right)^2.$$

For hydrogen the integral in brackets is $4\pi\sqrt2\int_0^\infty r^2e^{-r/2}dr=64\sqrt2\,\pi$, so the bound is $3\cdot8192/64=384$. More generally, $C_6$ is finite without a cutoff whenever $\int n^{1/4}d^3r$ is finite, which includes exponential tails.

The computed value is 180.7, against a reference of 6.50. The tail therefore makes the static polarizability infinite and $C_6$ finite but useless. Convergence with grid size does not reveal the second error.

## The gradient criterion

An electron moving at the Fermi velocity $v_F$ travels about $v_F/\omega_p$ during the response time $1/\omega_p$. A local description can be trusted if the density changes little over that distance. The Rapcewicz–Ashcroft cutoff turns this estimate into a rule: keep a point if

$$\frac{|\nabla n|}{6n}<\frac{\omega_p}{v_F},$$

and set its polarizability to zero otherwise. The estimate explains the form of the rule. It does not fix the number 6, which is replaced by $\lambda$ below so that its influence can be measured.

The Fermi velocity needs a spin convention. In atomic units $v_F=k_F=(3\pi^2sn)^{1/3}$, with $s=1$ for equal spin populations and $s=2$ when all electrons have the same spin. The hydrogen atom has one electron and is fully polarized, but a code that sees only the total density will use $s=1$.

For hydrogen $|\nabla n|/n=2$ everywhere away from the nucleus, while

$$\frac{\omega_p}{v_F}=\frac{2e^{-r}}{(3\pi s)^{1/3}e^{-2r/3}}=\frac{2e^{-r/3}}{(3\pi s)^{1/3}}.$$

The relative change of the density over the distance $v_F/\omega_p$ is therefore $(3\pi s)^{1/3}e^{r/3}$, which is already 2.1 ($s=1$) or 2.7 ($s=2$) at the nucleus. No point of hydrogen satisfies the estimate in its literal sense, and for $\lambda$ below these values the rule keeps nothing; passing the test with $\lambda=6$ does not show that a local description holds. The gradient side is constant and the screening side falls with $r$, so for larger $\lambda$ the kept region is a sphere. Its edge satisfies $2/\lambda=2e^{-r_c/3}/(3\pi s)^{1/3}$, or $e^{r_c/3}=\lambda/(3\pi s)^{1/3}$. Cubing and taking the logarithm,

$$r_c=\ln\frac{\lambda^3}{3\pi s},\qquad r_c=\ln\frac{72}{\pi s}\ \text{ for }\lambda=6,\qquad \alpha(0)=\frac{r_c^3}{3}.$$

## Contribution 3: the spin convention

Going from $s=1$ to $s=2$ shortens the radius by $\ln2=0.69$ bohr.

- Unpolarized: $r_c=\ln22.92=3.132$ bohr and $\alpha(0)=3.132^3/3=10.24$ bohr³ (1.52 Å³).
- Polarized: $r_c=\ln11.46=2.439$ bohr and $\alpha(0)=2.439^3/3=4.84$ bohr³ (0.72 Å³).

The unpolarized result is 2.3 times the reference and violates the bound of 7.11 bohr³. The polarized result is 7% above the reference. The corresponding $C_6$ values are 15.1 and 5.63, or 2.3 and 0.87 times the reference.

In the polarized case the cutoff lowers the model's $C_6$ from 180.7 to 5.63. Since the pair integrand is positive, pairs with at least one point outside 2.44 bohr supplied $175.0/180.7=97\%$ of the uncut value.

## Contribution 4: the number in the criterion

From $r_c=3\ln\lambda-\ln(3\pi s)$ we have $dr_c/d\ln\lambda=3$. Since $\ln\alpha=3\ln r_c-\ln3$,

$$\frac{d\ln\alpha}{d\ln\lambda}=\frac{3}{r_c}\cdot3=\frac{9}{r_c}.$$

This is 3.7 for the polarized case. Changing $\lambda$ from 6 to 5.4 or 6.6 moves $\alpha(0)$ from 4.84 to 3.19 or 6.74 bohr³, a change of $-34\%$ or $+39\%$. The 7% agreement is therefore much finer than the argument behind the criterion can justify: a 10% change in a number that the argument leaves open moves $\alpha(0)$ by about five times that 7%.

## Contribution 5: soft response that survives the cutoff

The plasma frequency equals the true gap where $2e^{-r}=3/8$, at $r=1.674$ bohr. The sphere inside this radius contributes $1.674^3/3=1.56$ bohr³. In the polarized case the remaining $4.835-1.564=3.27$ bohr³, or 68%, comes from the shell between 1.67 and 2.44 bohr, where the model frequency lies below every dipole excitation energy of the atom. At the cutoff itself $\omega_p=0.17$ hartree, less than half the gap.

The cutoff thus limits the soft response without removing it. The good total depends on how much of this shell is kept.

## Contribution 6: electrons removed by the cutoff

At high frequency the truncated model gives $u^2\alpha\to N_{\rm in}$, the number of electrons inside the sphere. The fraction outside is

$$\int_{r_c}^\infty4r^2e^{-2r}dr=e^{-2r_c}(1+2r_c+2r_c^2),$$

as differentiation of the right-hand side confirms. For the polarized cutoff this is $0.00762\times17.77=0.135$. The model's polarizability is then 13.5% too small at high frequency, although it is 7% too large at zero frequency.

The model's $C_6$ is 13% below the reference, but it is not set by this limit. As $C_6$ is an integral of $\alpha(iu)^2$, a low $C_6$ together with a high $\alpha(0)$ requires $\alpha(iu)$ to fall below the reference at some finite frequency. The ratio of model to reference crosses 1 near $u=0.11$ hartree and falls to 0.80 near $u=0.6$, below its high-frequency value 0.865, while 85% of the reference $C_6$ comes from $u<0.5$. A uniform loss of 13.5% in $\alpha(iu)$ would lower $C_6$ by 25%, so the near equality of the two percentages should not be read as a rule.

## Where the true dipole sits

A correct total need not mean a correct local response. For hydrogen the first-order wave function is known in closed form. A field of strength $F$ along $z$ adds the energy $Fz$ to the electron, and the correction $F\psi_1$ obeys

$$(H_0-E_0)\psi_1=-z\psi_0,\qquad \psi_1=-z\left(1+\frac r2\right)\psi_0.$$

To verify this, write $\psi_1=zf$ and drop the common normalization, so that $f=-(1+r/2)e^{-r}$. Then $f'=\tfrac12(1+r)e^{-r}$ and $f''=-\tfrac r2e^{-r}$. With $\nabla^2(zf)=z(f''+4f'/r)$, the kinetic term is $z(r/4-1/r-1)e^{-r}$. The remaining term, $(\tfrac12-1/r)zf$, is $z(1/r-r/4)e^{-r}$. Their sum is $-ze^{-r}$, as required.

The induced electron density per unit field is $2\psi_0\psi_1=-2z(1+r/2)n$. Multiplying by the charge $-1$ and by $z$, and averaging $z^2$ to $r^2/3$, gives the dipole per unit radius:

$$D(r)=4\pi r^2\,\frac{2r^2}{3}\left(1+\frac r2\right)n=\frac83r^4\left(1+\frac r2\right)e^{-2r}.$$

Its integral is $\tfrac83(\tfrac34+\tfrac{15}{16})=\tfrac92$, the reference polarizability. Of this, 56% lies beyond the polarized cutoff radius.

The same measure can be applied to the truncated model. Its static polarization is uniform inside the sphere, so the induced charge sits entirely on the surface $r=r_c$. The true dipole is spread out, with 44% inside that surface and 56% outside. The cutoff places a single shell near the middle of a broad distribution.

This comparison is made in terms of charge. A comparison of polarization fields would not be unique, because different fields $\mathbf P$ can have the same charge density $-\nabla\cdot\mathbf P$.

## Replacing the cutoff by a frequency floor

If the fault is a vanishing frequency, a frequency that stays finite should cure it without discarding electrons. Take $\omega^2=\omega_p^2+\Delta^2$. Then

$$\alpha(0)=\int\frac{n}{4\pi n+\Delta^2}d^3r\le\frac{N}{\Delta^2},$$

which is finite for any density with $N$ electrons. For hydrogen it gives 2.95 bohr³ and $C_6=3.36$. The divergence is gone, but adding the full $\omega_p^2$ to the true gap makes the response too stiff.

The VV10 functional builds its floor from the density gradient:

$$\omega_0^2=\frac{\omega_p^2}{3}+C\left|\frac{\nabla n}{n}\right|^4,\qquad C=0.0093,\qquad \alpha(iu)=\int\frac{n}{\omega_0^2+u^2}d^3r.$$

The factor $1/3$ is the spherical value of $L$ introduced earlier. In an exponential tail $n\sim e^{-2\kappa r}$ with $\kappa=\sqrt{2I}$, where $I$ is the ionization energy, the gradient term is $C(2\kappa)^4=64CI^2$. The tail frequency is $8\sqrt C\,I=0.77I$, so the gradient supplies an atomic energy scale where the density cannot. For hydrogen, $I=1/2$ gives 0.386 hartree, 3% above the true gap. Since $C$ is an empirical parameter, this closeness is an observation and not a derivation. It relies on the hydrogen-like relation $\Delta=3I/4$ and does not carry over to other atoms: for lithium, with $I\approx0.20$ and $\Delta\approx0.068$ hartree, $0.77I$ is about 2.2 times the gap.

| Model | $\alpha(0)$ | $C_6$ |
|---|---:|---:|
| No cutoff | infinite | 180.7 |
| Cutoff, unpolarized | 10.24 | 15.1 |
| Cutoff, polarized | 4.84 | 5.63 |
| Gap floor | 2.95 | 3.36 |
| VV10 | 4.11 | 5.94 |
| Reference | 4.50 | 6.50 |

The reference is the nonrelativistic atom with a fixed nucleus and no retardation, obtained by diagonalization in a basis of $p$ functions. VV10 is about 9% low in both quantities and keeps the correct electron number at high frequency. The model rows use the exact density. With densities from the Gaussian bases cc-pVTZ and aug-cc-pVTZ to aug-cc-pV5Z, the uncut $C_6$ ranges from 132 to 192 and the polarized-cutoff $\alpha(0)$ from 4.69 to 4.95, while the VV10 values move by less than 1%.

## Weighing the contributions

For hydrogen, discarding the tail is the largest effect: it turns an infinite $\alpha(0)$ into a finite one and lowers $C_6$ by a factor of 32 in the polarized case. The spin convention gives a factor of 2.1 in $\alpha(0)$ and 2.7 in $C_6$. Because $r_c$ depends only on $\lambda^3/s$, going from $s=1$ to $s=2$ is the same as multiplying $\lambda$ by $2^{-1/3}$, a reduction of 21%. A 10% change in $\lambda$ changes $\alpha(0)$ by $-34\%$ or $+39\%$ in the polarized case and by $-27\%$ or $+30\%$ in the unpolarized case. A calculation using the sharp cutoff should therefore state both the spin convention and the constant.

A gradient criterion also has a geometrical weakness. Midway between two identical, well-separated atoms $\nabla n=0$ by symmetry, so the point passes the test however small its density. A region around it is kept with static polarizability density $1/(4\pi)$. Once it has detached from the atomic spheres, this region shrinks as the atoms move apart, because $\omega_p/v_F\propto n^{1/6}$ falls with the density. For two superposed hydrogen densities it adds 0.88, 0.45 and 0.11 bohr³ to $\alpha(0)$ at separations of 10, 12 and 16 bohr with $s=1$, and half as much with $s=2$, so it should not be assumed negligible at moderate separations. The gradient term of VV10 vanishes at the same point; its static polarizability for the superposed densities exceeds that of two separate atoms by 0.15 bohr³ at 10 bohr. When the two atoms are treated separately, as in the $C_6$ calculation here, each density has its own gradient and the problem does not arise.

## Numbers as computed

```
static polarizability density 1/(4 pi): 0.07958 (dimensionless)
uncut static alpha inside 5 bohr: 41.67 bohr^3
uncut static alpha inside 10 bohr: 333.33 bohr^3
uncut static alpha inside 20 bohr: 2666.67 bohr^3
uncut alpha(iu) at u = 0.1 hartree: 11.426 bohr^3
uncut alpha(iu) at u = 0.001 hartree: 152.629 bohr^3
uncut alpha(iu) at u = 1e-06 hartree: 1029.963 bohr^3
uncut C6: 180.67 hartree bohr^6
upper bound on uncut C6: 384.0 hartree bohr^6
uncut C6 / reference C6: 27.80
reference gap: 0.3750 hartree
reference alpha: 4.5000 bohr^3
reference C6: 6.4990 hartree bohr^6
gap bound on alpha: 7.1111 bohr^3
radius where omega_p equals gap: 1.6740 bohr
gradient wave number |grad n|/(6n): 0.3333 1/bohr
unpolarized: omega_p/v_F at r=0: 0.9468 1/bohr
unpolarized: cutoff radius: 3.1319 bohr
unpolarized: density at cutoff: 6.060e-04 bohr^-3
unpolarized: omega_p at cutoff: 0.0873 hartree
unpolarized: static alpha: 10.2404 bohr^3 = 1.5175 angstrom^3
unpolarized: alpha / reference: 2.276
unpolarized: C6: 15.0540 hartree bohr^6
unpolarized: C6 / reference: 2.316
unpolarized: electron fraction cut off: 0.0512
unpolarized: d ln alpha / d ln lam: 2.874
unpolarized: alpha for lam = 5.4: 7.442 bohr^3
unpolarized: alpha for lam = 6.6: 13.309 bohr^3
unpolarized: reference dipole share beyond cutoff: 0.3363
polarized: omega_p/v_F at r=0: 0.7515 1/bohr
polarized: cutoff radius: 2.4388 bohr
polarized: density at cutoff: 2.424e-03 bohr^-3
polarized: omega_p at cutoff: 0.1745 hartree
polarized: static alpha: 4.8351 bohr^3 = 0.7165 angstrom^3
polarized: alpha / reference: 1.074
polarized: C6: 5.6269 hartree bohr^6
polarized: C6 / reference: 0.866
polarized: electron fraction cut off: 0.1353
polarized: d ln alpha / d ln lam: 3.690
polarized: alpha for lam = 5.4: 3.188 bohr^3
polarized: alpha for lam = 6.6: 6.743 bohr^3
polarized: reference dipole share beyond cutoff: 0.5596
gap floor: static alpha: 2.9491 bohr^3
gap floor: C6: 3.3637 hartree bohr^6
VV10 parameter C: 0.0093 (atomic units)
VV10 tail frequency: 0.3857 hartree
VV10: static alpha: 4.1059 bohr^3
VV10: C6: 5.9423 hartree bohr^6
```
